**Problem.** Atomic units are used in the algebra, the nuclear mass is infinite and spin-orbit coupling is neglected. One electron moves outside a core of charge $+1$ in an orbital $u(r)Y_{lm}/r$ with integer $l$. In the Kostelecky-Nieto model each $l$ is given a constant defect $\delta(l)$ and an integer $I(l)\ge 0$, and

$$H_{l^*}=-\frac12\frac{d^2}{dr^2}+\frac{A}{2r^2}-\frac1r,\qquad A=l^*(l^*+1),\qquad l^*=l-\delta+I .$$

(a) Find the levels, the normalized functions and the allowed $I$. (b) Compute the absorption oscillator strength $f(2s\to 2p)$ of lithium for two sets of defects. Set A is $\delta=n-(-2\varepsilon)^{-1/2}$ from the frozen-core Hartree-Fock orbital energies $\varepsilon$ (virtual orbitals of Li$^+$ in 25 s and 16 p Gaussians), $\delta_s=0.4040$, $\delta_p=0.0285$. Set B is the rough recalled size of the high-$n$ defects, $\delta_s=0.40$, $\delta_p=0.05$.

## Levels and functions

Near $r=0$ the trial $u\sim r^p$ gives $p(p-1)=A$, so $p=l^*+1$ or $p=-l^*$. For $|l^*|<\frac12$ both are square integrable, and a boundary condition must choose. Green's identity shows why. For two decaying solutions, integration by parts gives

$$(E_2-E_1)\langle 1|2\rangle=-\tfrac12\big[u_1u_2'-u_2u_1'\big]_0^\infty=\tfrac12\lim_{r\to0}c_1c_2(p_2-p_1)\,r^{p_1+p_2-1},$$

with $u_i\simeq c_ir^{p_i}$. For one solution of each family $p_1+p_2=1$, the limit is nonzero and the states are not orthogonal: the nodeless functions with $p=0.6$ and $p=0.4$, which share one $A$, have overlap $0.91$. The condition adopted is $u(0)=0$ with finite $\int u'^2dr$. For $p=l^*+1$ the integrand $r^{2l^*}$ is integrable when $l^*>-\frac12$, and the other exponent then fails the condition. Within this family the leading term above cancels, the remainder vanishes at least as fast as $r^{2l^*+2}$, and different levels are orthogonal.

Write $E=-1/(2n^{*2})$ with $n^*$ unknown and $x=2r/n^*$. Multiplying $(H-E)u=0$ by $-n^{*2}/2$ gives $u_{xx}-Au/x^2+n^*u/x-u/4=0$. Put $u=wF$ with $w=x^{l^*+1}e^{-x/2}$. Then $w'/w=(l^*+1)/x-\frac12$ and $w''/w=A/x^2-(l^*+1)/x+\frac14$, which leaves Kummer's equation

$$xF''+(2l^*+2-x)F'+kF=0,\qquad k=n^*-l^*-1 .$$

For $F=\sum_j a_jx^j$ it gives $a_{j+1}/a_j=(j-k)/[(j+1)(j+2l^*+2)]$. This ratio tends to $1/j$, so $F$ grows like $e^x$ and $u$ like $e^{x/2}$ unless $k=0,1,2,\dots$ ends the series. Then $n^*=k+1+l+I-\delta$, that is

$$n^*=n-\delta,\qquad k=n-l-I-1,\qquad E=-\frac{1}{2(n-\delta)^2}.$$

The energy at given $n$ does not contain $I$. The degree $k$, which is the number of nodes, does. With $\alpha=2l^*+1$ the recurrence is solved by

$$L_k^{(\alpha)}(x)=\sum_{j=0}^k\frac{(-1)^j\,\Gamma(k+\alpha+1)\,x^j}{j!\,(k-j)!\,\Gamma(\alpha+j+1)}=\frac{x^{-\alpha}e^x}{k!}\frac{d^k}{dx^k}\big(x^{k+\alpha}e^{-x}\big),$$

where the second form expands into the first by the Leibniz rule. For the norm, insert the second form for one factor and integrate by parts $k$ times; the boundary terms carry at least $x^{\alpha+1}$ and vanish. The two highest terms of $xL_k$ give $d^k(xL_k)/dx^k=(-1)^k[(k+1)x-k(k+\alpha)]$, so

$$\int_0^\infty x^{\alpha+1}e^{-x}L_k^2\,dx=\frac{\Gamma(k+\alpha+1)}{k!}\big[(k+1)(k+\alpha+1)-k(k+\alpha)\big]=\frac{2n^*\,\Gamma(n^*+l^*+1)}{k!},$$

because the bracket equals $2k+\alpha+1=2n^*$. With $dr=n^*dx/2$,

$$u=\frac1{n^*}\sqrt{\frac{k!}{\Gamma(n^*+l^*+1)}}\;x^{l^*+1}e^{-x/2}L_k^{(2l^*+1)}(x),$$

positive near the origin. The conditions $l^*>-\frac12$ and $k\ge0$ for the lowest valence level $n_{\min}$ give $\delta-l-\frac12<I\le n_{\min}-l-1$. Lithium has $n_{\min}=2$, so with $I\ge0$ the p tower has $I=0$, and the s tower has $I=0$ or $I=1$.

The oscillator strength is $f=\frac23\Delta E\sum_m|\langle pm|\mathbf r|s\rangle|^2$. Since $\cos\theta\,Y_{00}=Y_{10}/\sqrt3$, each Cartesian component contributes $\frac13$ to the angular sum, which is therefore 1, and

$$f=\tfrac23\Delta E\,R^2,\qquad R=\int_0^\infty u_p\,r\,u_s\,dr .$$

## The tempting solution

"With $I_s=0$ the s tower starts at $n=1$, a level at $-37.8$ eV in set B that the valence electron may not occupy. With $I_s=1$ this level is gone and all others are unchanged, so $I_s=1$ expresses the Pauli principle and is the choice for lithium."

Let $\nu=2-\delta_s$, $\mu=2-\delta_p$. Both states then have $k=0$, $l^*=n^*-1$, and the general formula reduces to $u=N(n^*)\,r^{n^*}e^{-r/n^*}$ with $N(n)^2=(2/n)^{2n}/[n^2\Gamma(2n)]=(2/n)^{2n+1}/\Gamma(2n+1)$. From $\int_0^\infty r^{g-1}e^{-cr}dr=\Gamma(g)/c^{g}$,

$$R_1=\frac{N(\nu)N(\mu)\,\Gamma(\nu+\mu+2)}{c^{\,\nu+\mu+2}},\qquad c=\frac1\nu+\frac1\mu .$$

For $\nu=1$, $\mu=2$ this describes hydrogen $1s\to2p$: $R^2=4\cdot\frac1{24}\cdot24^2(2/3)^{10}=2^{15}/3^9$, $\Delta E=3/8$, $f=2^{13}/3^9=0.4162$. In set B, $\nu=1.6$ and $\mu=1.95$:

$$R_1=\frac{0.57368\times0.23404\times56.7478}{1.13782^{5.55}}=3.7214\ \text{bohr}=1.969\ \text{Å},$$

$$f_1=\frac23\left(\frac1{2(1.6)^2}-\frac1{2(1.95)^2}\right)(3.7214)^2=0.589 .$$

Set A gives $0.621$. The Hartree-Fock orbitals that define set A give $f=0.766$ directly, and the measured value is roughly $0.75$. Relative to Hartree-Fock the result is low by 19% in set A, where the energies agree by construction, so the fault lies in $R$.

## The fault

The algebra is correct and so is the statement about the spectrum. The faulty step is to conclude from equal energies that the $I_s=1$ function represents the same orbital.

The two towers are supersymmetric partners. Write $\lambda=l^*+1$, $W=1/\lambda-\lambda/r$, $a=d/dr+W$, $a^\dagger=-d/dr+W$. In both products the first-derivative terms cancel, leaving $a^\dagger a=-d^2/dr^2+W^2-W'$ and $aa^\dagger=-d^2/dr^2+W^2+W'$. With $W'=\lambda/r^2$,

$$W^2\mp W'=\frac{\lambda(\lambda\mp1)}{r^2}-\frac2r+\frac1{\lambda^2},$$

so $H_{l^*}-E_0=\frac12a^\dagger a$ and $H_{l^*+1}-E_0=\frac12aa^\dagger$ with $E_0=-1/(2\lambda^2)$. The function $r^\lambda e^{-r/\lambda}$ obeys $au=0$; it is the level that disappears. For any other level $\frac12aa^\dagger(au)=a(E-E_0)u$, so $au$ solves the problem with $I+1$ at the same energy, and $\|au\|^2=\langle u|a^\dagger a u\rangle=2(E-E_0)$. The sign follows from $u=c\,r^\lambda\sum_jb_jr^j$, $b_0=1$, for which the radial equation gives $j(j+2\lambda-1)b_j=-2b_{j-1}+b_{j-2}/n^{*2}$, hence $b_1=-1/\lambda$ and $2b_2=(2/\lambda+1/n^{*2})/(2\lambda+1)$. The coefficient of $r^{\lambda+j-1}$ in $au/c$ is $jb_j+b_{j-1}/\lambda$. It vanishes for $j=0,1$, and for $j=2$ it is $(1/n^{*2}-1/\lambda^2)/(2\lambda+1)<0$. Thus $au\sim r^{\lambda+1}$ is the regular solution and

$$a\,u_{n,I}=-\sqrt{1/\lambda^2-1/n^{*2}}\;u_{n,I+1}.$$

The map preserves energies and removes one node. It does not commute with $r$, since $[a,r]=1$, and it acts on the s state only, so nothing makes $R$ invariant under it.

The exclusion principle asks for something else: it keeps the core level, fills it, and makes the valence orbital orthogonal to it. A positive function cannot be orthogonal to the nodeless 1s orbital, and the Hartree-Fock 2s orbital has one node, at $0.44$ Å. A nodeless stand-in could still serve for $R$ if it matched the orbital outside the core. Two exact results of the model bear on this.

The first is the shape. For $I_s=0$, $l^*=\nu-2$, $k=1$, $L_1^{(2\nu-3)}=2\nu-2-x$, and

$$u_0=M r^{\nu-1}e^{-r/\nu}\Big(2\nu-2-\frac{2r}{\nu}\Big),\qquad M^2=\frac{(2/\nu)^{2\nu-2}}{\nu^2\,\Gamma(2\nu-1)} .$$

Dividing by $u_1=N(\nu)r^\nu e^{-r/\nu}$ requires $(2M/\nu)^2/N(\nu)^2=(4/\nu^4)(\nu/2)^3\,2\nu(2\nu-1)=2\nu-1$, so

$$u_0=-\sqrt{2\nu-1}\,\Big(1-\frac{\nu(\nu-1)}{r}\Big)u_1 .$$

The density ratio $u_0^2/u_1^2=(2\nu-1)\,(1-\nu(\nu-1)/r)^2$ is not constant. In set B it equals 1 only at $r=0.57$ and $2.95$ bohr, it is $2.2\,(1-0.96/4.0)^2=1.27$ at $r=(\nu+\mu+1)/c=4.0$ bohr, where the integrand of $R_1$ peaks, and it tends to $2\nu-1=2.2$ as $r\to\infty$. So at most one of the two functions can match the outer orbital, where $R$ has its weight.

The second is a sum rule. For $g=ru_s$, $(ru_s)''=ru_s''+2u_s'$ gives

$$(H_p-E_s)\,ru_s=-u_s'+\frac{A_p-A_s}{2r}\,u_s .$$

Here $l_p^*>\frac12$, so $H_p$ needs no boundary condition, and both $g$ and the right side, which behaves as $r^{l_s^*}$, are square integrable. Closure over all p states, bound and continuum, then gives $\sum_k(E_k-E_s)\langle k|g\rangle^2=\langle g|H_p-E_s|g\rangle$. With $-\int ru_su_s'\,dr=-\frac12[ru_s^2]_0^\infty+\frac12=\frac12$,

$$\sum f=\frac23\Big[\frac12+\frac{A_p-A_s}{2}\Big]=\frac{1+A_p-A_s}{3}.$$

For hydrogen $A_p-A_s=2$ and the sum is 1. Every p level lies above 2s, so all terms are positive and the sum is an upper bound on $f(2s\to2p)$. For $I_s=1$ the bound is $(1+1.9154-0.9511)/3=0.655$ in set A and $(1+1.8525-0.9600)/3=0.631$ in set B. Both lie below the Hartree-Fock value, so with these defects $I_s=1$ cannot reach it even if the whole p spectrum were put into one line. For $I_s=0$ the sums are $1.052$ and $1.031$.

## The right solution

The model defines $f$ only after $\delta$ and $I$ are both fixed, and the spectrum above 1s cannot fix $I_s$. The node count of the Hartree-Fock 2s orbital points to $I_s=0$, the sum rule excludes $I_s=1$ as a nodeless stand-in for this line, and the $n=1$ level is then left unused. It is not a model of the core. Term by term,

$$R_0=MN(\mu)\,\frac{\Gamma(\nu+\mu+1)}{c^{\,\nu+\mu+1}}\Big[2\nu-2-\frac{2(\nu+\mu+1)}{\nu c}\Big],$$

where $\Gamma(\nu+\mu+2)=(\nu+\mu+1)\Gamma(\nu+\mu+1)$ was used in the second term. In set B the bracket is $1.2-9.1/(1.6\times1.13782)=-3.79859$, and

$$R_0=\frac{0.68073\times0.23404\times12.4720\times(-3.79859)}{1.13782^{4.55}}=-4.1946\ \text{bohr}=-2.220\ \text{Å}.$$

The sign records that $u_0$ is negative beyond its node and drops out of $f$. The relation between $u_0$ and $u_1$, with $\langle p|u_1\rangle=R_1c/(\nu+\mu+1)$, gives the same number as $-\sqrt{2.2}\,(1-0.96\times1.13782/4.55)\times3.7214$. With $\Delta E=1.737$ eV (wavelength about $7140$ Å),

$$f_0=\frac23\left(\frac1{2(1.6)^2}-\frac1{2(1.95)^2}\right)(4.1946)^2=0.749 .$$

In set A, $\nu=1.5960$ and $\mu=1.9715$:

$$R_0=\frac{0.68437\times0.22071\times12.7818\times(-3.85642)}{1.13381^{4.5675}}=-4.196\ \text{bohr}=-2.220\ \text{Å},$$

with $\Delta E=1.841$ eV (about $6730$ Å) and $f_0=0.794$.

The answer is $f\approx0.79$ in set A and $f\approx0.75$ in set B. Set A isolates the error of the wave functions: $R_0^2$ is $1.037$ times the Hartree-Fock value ($|R|=2.181$ Å), and the model node at $\nu(\nu-1)$, $0.50$ Å, lies outside the Hartree-Fock one. In set B the ratios to Hartree-Fock are $0.943$ for $\Delta E$ and $1.036$ for $R_0^2$, with product $0.977$. The closeness of set B to the rough measured size therefore owes part of its quality to opposite errors, judged against a reference that itself omits the polarization of the core. The model supports at most two figures, and the second is uncertain by several units.

## Limits of the model

The potential depends on $l$, so length and velocity forms differ. Projecting the identity for $(H_p-E_s)ru_s$ on $u_p$ gives $\Delta E\,R=\langle p|-d/dr+(A_p-A_s)/(2r)|s\rangle$. For an $l$-independent potential $A_p-A_s=2$, which defines the ordinary velocity element $D=\langle p|-d/dr+1/r|s\rangle$. Subtracting,

$$D=\Delta E\,R-\tfrac12(A_p-A_s-2)\langle p|r^{-1}|s\rangle .$$

The form $\frac23D^2/\Delta E$ gives $0.69$ (A) and $0.68$ (B) for $I_s=0$, and $1.60$ and $1.69$ for $I_s=1$. The mismatch is governed by $A_p-A_s-2=3(\sum f-1)$, which is small only for $I_s=0$. Even there the velocity form falls below the Hartree-Fock values, $0.766$ in length and $0.796$ in velocity form.

A constant $\delta$ is also an approximation: in Hartree-Fock $\delta_s$ goes from $0.4040$ to $0.3970$ and $\delta_p$ from $0.0285$ to $0.0323$ between $n=2$ and $n=3$. Weak lines are very sensitive to $\delta$ and $I$. The model gives $f(2s\to3p)=0.0037$ and $0.0083$ for $I_s=0$, and $0.0005$ and zero to five decimals for $I_s=1$. The 3p function has a node, so its $R$ is a sum of Gamma terms of opposite sign, and here they nearly cancel. For $I_s=1$, with $L_1=2\mu-2r/(\mu+1)$ and $c'=1/\nu+1/(\mu+1)$, $R$ is proportional to $2\mu-2(\nu+\mu+2)/[(\mu+1)c']$, which is $3.943-3.891\approx0.05$ in set A and $3.900-3.903\approx-0.003$ in set B, so a small change of $\delta$ changes $R$ by a large fraction.

The numerical check asserts the energies, $R$, $D$ and the sum rule against diagonalization in a basis with an unrelated exponent, the norms, overlaps and Green's identity against quadrature, the factorisation symbolically, the partner map by numerical differentiation, and the Hartree-Fock energies and length-form $f$ against a second basis.

## Numbers as computed

```
angular factor s->p = 1
hydrogen f(1s-2p) = 0.41620
overlap of l*=-0.4 and mirror l*=-0.6 ground functions = 0.9100
HF Li+ total energy = -196.913 eV (25s16p, exponents 0.001*2^i)
HF 2s: energy = -5.3417 eV, defect = 0.4040
HF 2p: energy = -3.5004 eV, defect = 0.0285
HF 3s: energy = -2.0081 eV, defect = 0.3970
HF 3p: energy = -1.5448 eV, defect = 0.0323
HF dE = 1.8413 eV, |R| = 2.1806 A, 2s node = 0.4390 A
HF f length = 0.7660, f velocity = 0.7963
rough recalled measured size of f (input, not computed): 0.75
--- set A (frozen-core HF defects): delta_s = 0.4040, delta_p = 0.0285
n*_s = 1.5960, n*_p = 1.9715, l*_p = 0.9715, A_p = 1.9154
E_2s = -5.3417 eV, E_2p = -3.5004 eV
dE = 1.8413 eV = wavelength 6733 A
a.u.: c = 1.13381, N(nu) = 0.57928, N(mu) = 0.22071, M = 0.68437
Gamma(nu+mu+1) = 12.7818, Gamma(nu+mu+2) = 58.3805, bracket = -3.85642
I=0: 2s node = 0.5033 A, spurious 1s level = -38.309 eV
I=0: l*_s = -0.4040, A_s = -0.2408, R = -2.2202 A = -4.1956 bohr
I=0: f(2s-2p) = 0.7941, ordinary velocity form = 0.6881
I=0: <2p|1/r|2s> = -0.4749 1/A, f(2s-3p) = 0.00370
I=0: sum rule = 1.0521, bound part n=2..8 = 0.8068
I=1: l*_s = 0.5960, A_s = 0.9511, R = 1.9631 A = 3.7098 bohr
I=1: f(2s-2p) = 0.6208, ordinary velocity form = 1.5968
I=1: <2p|1/r|2s> = 0.5531 1/A, f(2s-3p) = 0.00048
I=1: sum rule = 0.6548, bound part n=2..8 = 0.6215
ratios to HF: dE 1.0000, R^2(I=0) 1.0366, R^2(I=1) 0.8104
ratios to HF: f(I=0) 1.0366, f(I=1) 0.8104
--- set B (rough recalled high-n defects): delta_s = 0.4000, delta_p = 0.0500
n*_s = 1.6000, n*_p = 1.9500, l*_p = 0.9500, A_p = 1.8525
E_2s = -5.3147 eV, E_2p = -3.5781 eV
dE = 1.7366 eV = wavelength 7139 A
a.u.: c = 1.13782, N(nu) = 0.57368, N(mu) = 0.23404, M = 0.68073
Gamma(nu+mu+1) = 12.4720, Gamma(nu+mu+2) = 56.7478, bracket = -3.79859
I=0: 2s node = 0.5080 A, spurious 1s level = -37.794 eV
I=0: l*_s = -0.4000, A_s = -0.2400, R = -2.2197 A = -4.1946 bohr
I=0: f(2s-2p) = 0.7486, ordinary velocity form = 0.6846
I=0: <2p|1/r|2s> = -0.4779 1/A, f(2s-3p) = 0.00834
I=0: sum rule = 1.0308, bound part n=2..8 = 0.7704
I=1: l*_s = 0.6000, A_s = 0.9600, R = 1.9693 A = 3.7214 bohr
I=1: f(2s-2p) = 0.5892, ordinary velocity form = 1.6938
I=1: <2p|1/r|2s> = 0.5637 1/A, f(2s-3p) = 0.00000
I=1: sum rule = 0.6308, bound part n=2..8 = 0.5901
ratios to HF: dE 0.9431, R^2(I=0) 1.0362, R^2(I=1) 0.8156
ratios to HF: f(I=0) 0.9772, f(I=1) 0.7692
```
